# Quenching of hydrogen 2s by a static electric field: a numerical check

```python
"""Electric-field quenching of hydrogen 2s1/2.

Result under test (Hartree atomic units, weak static field F along z):
    rate = gamma F^2 [ 3/(S^2 + gamma^2/4) + 6/(D^2 + gamma^2/4) ]
S     = E(2s1/2) - E(2p1/2), the Lamb splitting
D     = E(2p3/2) - E(2s1/2)
gamma = (2/3)^8 alpha^3, the decay rate of every 2p state
The nucleus is infinitely heavy and has no spin. S is taken from the leading
one-loop level shift, with Bethe logarithms computed from a spline spectrum.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh

alpha = constants.fine_structure
pc = constants.physical_constants
MHz = pc["hartree-hertz relationship"][0] / 1e6
per_second = 1.0 / pc["atomic unit of time"][0]
volt_per_cm = 100.0 / pc["atomic unit of electric field"][0]

# --- Dipole elements by three-dimensional quadrature ---------------------
x, wx = np.polynomial.legendre.leggauss(120)
rad, w_rad = 40.0 * (x + 1.0), 40.0 * wx
cos_t, w_cos = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(8) / 8
R, C, P = np.meshgrid(rad, cos_t, phi, indexing="ij")
sin_t = np.sqrt(1 - C**2)
volume = (w_rad * rad**2)[:, None, None] * w_cos[None, :, None] * (2*np.pi/8)
position = [R * sin_t * np.cos(P), R * sin_t * np.sin(P), R * C]
psi_1s = 2 * np.exp(-R) / np.sqrt(4 * np.pi)
psi_2s = (1 - R/2) * np.exp(-R/2) / np.sqrt(2) / np.sqrt(4 * np.pi)
R_2p = R * np.exp(-R/2) / (2 * np.sqrt(6))
psi_2p = [R_2p * np.sqrt(3/(8*np.pi)) * sin_t * np.exp(-1j*P),
          R_2p * np.sqrt(3/(4*np.pi)) * C,
          -R_2p * np.sqrt(3/(8*np.pi)) * sin_t * np.exp(1j*P)]
z_sp = np.real(np.sum(volume * psi_2s * position[2] * psi_2p[1]))
assert abs(z_sp + 3) < 1e-9

dipole = np.array([[np.sum(volume * psi_1s * q * p) for p in psi_2p]
                   for q in position])
omega_21 = 3.0 / 8.0
decay_matrix = 4/3 * alpha**3 * omega_21**3 * dipole.conj().T @ dipole
gamma = (2/3)**8 * alpha**3
# A multiple of the unit matrix: no interference in the total rate.
assert np.allclose(decay_matrix / gamma, np.eye(3), atol=1e-9)

# --- Fine structure: spin-orbit energy against exact Dirac energies ------
u_2p_sq = (rad**2 * np.exp(-rad/2) / (2*np.sqrt(6)))**2
inv_r3 = np.sum(w_rad * u_2p_sq / rad**3)
assert abs(inv_r3 - 1/24) < 1e-10
spin_orbit = 0.5 * alpha**2 * inv_r3
fs_bare = 1.5 * spin_orbit
mp.mp.dps = 40
a = mp.mpf(alpha)


def dirac_energy(k, n=2):
    effective_n = n - k + mp.sqrt(k*k - a*a)
    return (1 / mp.sqrt(1 + (a/effective_n)**2) - 1) / a**2


fs_dirac = float(dirac_energy(2) - dirac_energy(1))
assert abs(fs_bare / fs_dirac - 1) < 2e-4   # next order is alpha^2
assert abs(fs_bare / (alpha**2/32) - 1) < 1e-8
E_fs = fs_bare * (1 + alpha/np.pi)


# --- Bethe logarithms from a spline spectrum -----------------------------
def radial_spectrum(l, r_first, intervals=80, r_max=80.0, degree=7):
    """Nodes, weights, energies and radial functions u(r) of hydrogen."""
    breaks = np.concatenate([[0.0], np.geomspace(r_first, r_max, intervals)])
    breaks[-1] = r_max
    knots = np.concatenate([np.zeros(degree), breaks, np.full(degree, r_max)])
    t, wt = np.polynomial.legendre.leggauss(12)
    half = np.diff(breaks) / 2
    r = (breaks[:-1, None] + half[:, None] * (t + 1)).ravel()
    w = (half[:, None] * wt).ravel()
    splines = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
    b, db = splines(r)[:, 1:-1], splines(r, 1)[:, 1:-1]
    potential = l*(l+1) / (2*r**2) - 1/r
    h = 0.5 * db.T @ (w[:, None]*db) + b.T @ ((w*potential)[:, None]*b)
    overlap = b.T @ (w[:, None] * b)
    energy, coeff = eigh((h + h.T)/2, (overlap + overlap.T)/2)
    return r, w, energy, b @ coeff


def bethe_log(l, r_first):
    """Bethe logarithm (energies in rydberg) and the unweighted sum."""
    channels = [(1, 1.0, -1)] if l == 0 else [(2, 2/3, -2), (0, 1/3, 1)]
    log_sum = plain_sum = 0.0
    for l_mid, angular, kappa in channels:
        r, w, energy, states = radial_spectrum(l_mid, r_first)
        decay = np.exp(-r/2)
        if l == 0:
            u = (r - r**2/2) * decay / np.sqrt(2)
            du = (1 - 1.5*r + r**2/4) * decay / np.sqrt(2)
        else:
            u = r**2 * decay / (2*np.sqrt(6))
            du = (2*r - r**2/2) * decay / (2*np.sqrt(6))
        gradient = states.T @ (w * (du + kappa*u/r))
        gap = energy + 1/8
        term = angular * gap * gradient**2
        log_sum += np.sum(term * np.log(np.abs(2*gap) + 1e-300))
        plain_sum += np.sum(term)
    return log_sum / 0.25, plain_sum


log_2s, sum_2s = bethe_log(0, 1e-4)
log_2p, sum_2p = bethe_log(1, 1e-4)
# Sum rule: half the mean Laplacian of the potential, 2 pi |psi(0)|^2.
assert abs(sum_2s - 0.25) < 1e-5 and abs(sum_2p) < 1e-5
# The cut at short distance costs an error proportional to the first knot.
assert abs(bethe_log(0, 4e-4)[0] - log_2s) < 1e-3
assert abs(bethe_log(1, 4e-4)[0] - log_2p) < 1e-3

loop_unit = alpha**3 / (8*np.pi)
shift_2s = loop_unit * 4/3 * (np.log(alpha**-2) - log_2s + 19/30)
shift_2p = -loop_unit * 4/3 * log_2p - spin_orbit * alpha/np.pi
S = shift_2s - shift_2p
D = E_fs - S

# --- Damped elimination against a Hermitian discretized continuum --------
# Model units: 2p width 1, detuning 1, static coupling 0.05.
coupling, spacing = 0.05, 0.1
modes = np.linspace(-80, 80, 1601)
H = np.diag(np.concatenate([[1.0, 0.0], modes]))
H[0, 1] = H[1, 0] = coupling
H[1, 2:] = H[2:, 1] = np.sqrt(spacing / (2*np.pi))
levels, vectors = eigh(H)
survival = [abs(np.sum(vectors[0]**2 * np.exp(-1j*levels*t)))**2
            for t in (20.0, 50.0)]
model_rate = np.log(survival[0]/survival[1]) / 30.0
model_formula = coupling**2 / (1 + 0.25)
# Finite bandwidth shifts the detuning by about half a percent.
assert abs(model_rate/model_formula - 1) < 0.015
assert abs(model_rate/coupling**2 - 1) > 0.1   # the width term is needed

# --- Three-state damped Hamiltonian, uncoupled basis, m_j = +1/2 ---------
# Basis: |2s,up>, |2p m=0,up>, |2p m=1,down>; zero of energy at 2p1/2.
L_dot_S = np.array([[0, 1/np.sqrt(2)], [1/np.sqrt(2), -0.5]])
ls_values, ls_vectors = np.linalg.eigh(L_dot_S)
assert np.allclose(ls_values, [-1, 0.5])
weight_half, weight_three_half = ls_vectors[0]**2
assert np.allclose([weight_half, weight_three_half], [1/3, 2/3])


def full_rate(field):
    h = np.zeros((3, 3), complex)
    h[0, 0] = S
    h[1:, 1:] = 2/3*E_fs*(L_dot_S + np.eye(2)) - 0.5j*gamma*np.eye(2)
    h[0, 1] = h[1, 0] = field * z_sp
    values, vecs = np.linalg.eig(h / S)
    return -2 * S * values[np.argmax(np.abs(vecs[0]))].imag


def parts(field, lamb=S):
    upper = E_fs - lamb
    return (gamma * 3*field**2 / (lamb**2 + gamma**2/4),
            gamma * 6*field**2 / (upper**2 + gamma**2/4))


part_half, part_three_half = parts(volt_per_cm)
total = part_half + part_three_half
assert abs(full_rate(volt_per_cm)/total - 1) < 1e-4
assert abs(full_rate(volt_per_cm)/part_half - 1) > 0.01  # 2p3/2 is needed
coefficient = total * per_second
assert round(coefficient, -2) == 2800

# --- Amplitude from all mixing that lacks the small denominator ----------
r, w, e_p, u_p = radial_spectrum(1, 1e-3)
to_1s = u_p.T @ (w * r * 2*r*np.exp(-r))
to_2s = u_p.T @ (w * r * (r - r**2/2)*np.exp(-r/2)/np.sqrt(2))
i2p = np.argmin(np.abs(e_p + 1/8))
product = to_1s * to_2s
others = np.arange(len(e_p)) != i2p
far = (np.sum(product[others] / (-1/8 - e_p[others]))
       + np.sum(product / (-1/2 - e_p)))
far_ratio = abs(far / (product[i2p] / S))
assert far_ratio < 1e-4

# --- Numbers for the text ------------------------------------------------
print(f"fine-structure constant                  {alpha:.8f}")
print(f"1 V/cm in atomic units of field          {volt_per_cm:.5e}")
print(f"<2s|z|2p0>                               {z_sp:.6f} bohr")
print(f"weight of 2p0,up in j=1/2                {weight_half:.6f}")
print(f"weight of 2p0,up in j=3/2                {weight_three_half:.6f}")
print(f"2p decay rate gamma                      {gamma:.5e} a.u.")
print(f"2p decay rate gamma                      {gamma*per_second:.4e} s^-1")
print(f"half width gamma/2 as frequency          {gamma/2*MHz:.2f} MHz")
print(f"<r^-3> in 2p                             {inv_r3:.7f} bohr^-3")
print(f"fine structure alpha^2/32                {fs_bare*MHz:.1f} MHz")
print(f"fine structure with anomalous moment     {E_fs*MHz:.1f} MHz")
print(f"Bethe logarithm 2s                       {log_2s:.3f}")
print(f"Bethe logarithm 2p                       {log_2p:.4f}")
print(f"one-loop unit alpha^3/(8 pi)             {loop_unit*MHz:.3f} MHz")
print(f"one-loop shift of 2s1/2                  {shift_2s*MHz:.1f} MHz")
print(f"one-loop shift of 2p1/2                  {shift_2p*MHz:.1f} MHz")
print(f"Lamb splitting S                         {S*MHz:.1f} MHz")
print(f"Lamb splitting S                         {S:.4e} hartree")
print(f"2p3/2 above 2s1/2, D                     {D*MHz:.1f} MHz")
print(f"D                                        {D:.4e} hartree")
print(f"coupling to 2p1/2 at 1 V/cm              "
      f"{np.sqrt(3)*volt_per_cm*MHz:.4f} MHz")
print(f"coupling to 2p3/2 at 1 V/cm              "
      f"{np.sqrt(6)*volt_per_cm*MHz:.4f} MHz")
print(f"rate through 2p1/2 at 1 V/cm             "
      f"{part_half*per_second:.1f} s^-1")
print(f"rate through 2p3/2 at 1 V/cm             "
      f"{part_three_half*per_second:.1f} s^-1")
print(f"total rate at 1 V/cm                     {coefficient:.1f} s^-1")
print(f"share of 2p3/2 in the total              "
      f"{100*part_three_half/total:.2f} percent")
print(f"total at 1 V/cm if S is 0.5 % larger     "
      f"{sum(parts(volt_per_cm, 1.005*S))*per_second:.1f} s^-1")
for volts in (1, 10, 100, 300):
    F = volts * volt_per_cm
    law, full = sum(parts(F))*per_second, full_rate(F)*per_second
    print(f"{volts:4d} V/cm: square law {law:.4e} s^-1, "
          f"three-state {full:.4e} s^-1")
    print(f"{volts:4d} V/cm: 3F^2/S^2 = {3*F**2/S**2:.3e}, "
          f"three-state/law = {full/law:.5f}")
lifetime = 1e6 / (full_rate(10*volt_per_cm)*per_second)
print(f"lifetime at 10 V/cm (three-state)        {lifetime:.3f} microseconds")
print(f"field at which sqrt(3) F = S             "
      f"{S/np.sqrt(3)/volt_per_cm:.0f} V/cm")
print(f"continuum model rate (width = 1)         {model_rate:.6f}")
print(f"damped formula for that model            {model_formula:.6f}")
print(f"same without the width term              {coupling**2:.6f}")
print(f"far-state amplitude / 2p amplitude       {far_ratio:.1e}")
print("checks complete")
```

Running it gives:

```
fine-structure constant                  0.00729735
1 V/cm in atomic units of field          1.94469e-10
<2s|z|2p0>                               -3.000000 bohr
weight of 2p0,up in j=1/2                0.333333
weight of 2p0,up in j=3/2                0.666667
2p decay rate gamma                      1.51623e-08 a.u.
2p decay rate gamma                      6.2683e+08 s^-1
half width gamma/2 as frequency          49.88 MHz
<r^-3> in 2p                             0.0416667 bohr^-3
fine structure alpha^2/32                10949.3 MHz
fine structure with anomalous moment     10974.7 MHz
Bethe logarithm 2s                       2.812
Bethe logarithm 2p                       -0.0300
one-loop unit alpha^3/(8 pi)             101.733 MHz
one-loop shift of 2s1/2                  1039.3 MHz
one-loop shift of 2p1/2                  -12.9 MHz
Lamb splitting S                         1052.2 MHz
Lamb splitting S                         1.5992e-07 hartree
2p3/2 above 2s1/2, D                     9922.5 MHz
D                                        1.5081e-06 hartree
coupling to 2p1/2 at 1 V/cm              2.2162 MHz
coupling to 2p3/2 at 1 V/cm              3.1342 MHz
rate through 2p1/2 at 1 V/cm             2774.7 s^-1
rate through 2p3/2 at 1 V/cm             62.5 s^-1
total rate at 1 V/cm                     2837.2 s^-1
share of 2p3/2 in the total              2.20 percent
total at 1 V/cm if S is 0.5 % larger     2809.8 s^-1
   1 V/cm: square law 2.8372e+03 s^-1, three-state 2.8372e+03 s^-1
   1 V/cm: 3F^2/S^2 = 4.436e-06, three-state/law = 0.99999
  10 V/cm: square law 2.8372e+05 s^-1, three-state 2.8340e+05 s^-1
  10 V/cm: 3F^2/S^2 = 4.436e-04, three-state/law = 0.99887
 100 V/cm: square law 2.8372e+07 s^-1, three-state 2.5536e+07 s^-1
 100 V/cm: 3F^2/S^2 = 4.436e-02, three-state/law = 0.90002
 300 V/cm: square law 2.5535e+08 s^-1, three-state 1.3350e+08 s^-1
 300 V/cm: 3F^2/S^2 = 3.993e-01, three-state/law = 0.52280
lifetime at 10 V/cm (three-state)        3.529 microseconds
field at which sqrt(3) F = S             475 V/cm
continuum model rate (width = 1)         0.002004
damped formula for that model            0.002000
same without the width term              0.002500
far-state amplitude / 2p amplitude       6.4e-07
checks complete
```
